# The acoustic sum rule for electron-phonon coupling and its long-wavelength limit, part 2

A rigid shift of a crystal leaves its electron energies unchanged, which constrains the coupling of electrons to long-wavelength acoustic phonons. The Hamiltonian is $H=p^2/2m+V$, with $\mathbf p=-i\hbar\nabla$ and $V$ the self-consistent Kohn-Sham potential. Nucleus $\kappa$ of cell $p$, of mass $M_\kappa$, sits at $\boldsymbol\tau_\kappa+\mathbf R_p$; Bloch states $|n\mathbf k\rangle$ have energies $\varepsilon_{n\mathbf k}$; phonons have frequency $\omega_{\mathbf q\nu}$ and unit eigenvector $e_{\kappa\alpha,\nu}$. The matrix element and coupling are

$$D^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q) = \Big\langle m\,\mathbf k+\mathbf q\Big|\sum_p e^{i\mathbf q\cdot\mathbf R_p}\frac{\partial V}{\partial\tau_{\kappa p\alpha}}\Big|n\mathbf k\Big\rangle , \tag{1}$$

$$g_{mn\nu}(\mathbf k,\mathbf q) = \sum_{\kappa\alpha}\Big(\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}\Big)^{1/2}e_{\kappa\alpha,\nu}(\mathbf q)\,D^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q). \tag{2}$$

With $T(\mathbf u)=\exp(-i\mathbf u\cdot\mathbf p/\hbar)$, which translates functions by $\mathbf u$, and no macroscopic field at $\mathbf q=0$,

$$H(\{\tau+\mathbf u\}) = T(\mathbf u)\,H(\{\tau\})\,T^\dagger(\mathbf u), \tag{3}$$

$$\sum_{\kappa p}\frac{\partial V}{\partial\tau_{\kappa p\alpha}}=\frac{i}{\hbar}\,[H,p_\alpha]. \tag{4}$$

$$\sum_\kappa D^{\kappa\alpha}_{mn}(\mathbf k,0)=\frac{i}{\hbar}\,(\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k})\,\langle m\mathbf k|p_\alpha|n\mathbf k\rangle . \tag{5}$$

Below, $\mathbf p_{mn}$ is the momentum element in (5). The "velocity form" replaces $p_\alpha$ there by $mv_\alpha$, $v_\alpha=(i/\hbar)[H,r_\alpha]$, which fails for nonlocal potentials and for the spin-orbit term $\lambda\,\boldsymbol\sigma\cdot(\nabla V_{\rm loc}\times\mathbf p)$. "Bare" means that only the ionic part of $V$ is differentiated. For a rigid shift, the second-order Fan and Debye-Waller energies cancel.

The models use Hartree atomic units. In the sheet model, electrons move along $x$ through sheets A at $x=0$ and B at $\tau_B=2.4$ bohr, with period $a=6$ bohr. Each sheet has charge $Z=1$ per area $\mathcal A=36$ bohr$^2$, smeared with width 0.8 bohr, and a Gaussian well ($-1.0$ Ha on A, $-0.4$ Ha on B); A also carries a nonlocal projector. Two electrons per cell fill band 1, interacting through the Hartree kernel $4\pi/\mathcal AQ^2$ at wave number $Q$ and local-density exchange. Unless stated otherwise, $k=0.2$ bohr$^{-1}$.

A second model covers three dimensions and spin. Two fixed Gaussian wells of $-3.0$ and $-1.5$ Ha and width 1 bohr in a cubic cell of side 6 bohr, with B at $(2.4,1.5,0.6)$ bohr, are given a spin-orbit constant $\lambda=0.3$ bohr$^2$, far above the physical $1/4c^2$ of roughly $10^{-5}$ so that the term matters. In 125 plane waves, over the block of the eight lowest states, (5) holds in all three directions to $4\times10^{-11}$ Ha/bohr, while the velocity form misses by $0.10$ Ha/bohr at a general $\mathbf k$ and $0.13$ Ha/bohr at $\mathbf k=0$. At $\mathbf k=0$ the levels are Kramers pairs $\psi,\Theta\psi$, with $\Theta$ the antiunitary time reversal, $\Theta^2=-1$. A Hermitian operator $B$ that commutes with $\Theta$ has $\langle\psi|B\Theta\psi\rangle=\langle\Theta B\Theta\psi|\Theta\psi\rangle=-\langle B\psi|\Theta\psi\rangle=-\langle\psi|B\Theta\psi\rangle=0$, so the off-diagonal element vanishes atom by atom and only the diagonal probes the sum rule. For the lowest pair atom A alone gives $-0.0902$ Ha/bohr along $x$, and the summed block is at most $2\times10^{-11}$ Ha/bohr.

The passage from $D$ to $g$ needs the acoustic eigenvector. The total energy is unchanged by a rigid shift, so the force on any nucleus is unchanged, and the force constants obey $\sum_{\kappa'p'}\Phi_{\kappa\alpha0,\kappa'\beta p'}=0$. In terms of the displacement amplitudes $\mathbf u_\kappa=(M/M_\kappa)^{1/2}\mathbf e_\kappa$, with $M=\sum_\kappa M_\kappa$, the equation of motion is $\sum_{\kappa'}C_{\kappa\kappa'}(\mathbf q)\mathbf u_{\kappa'}=\omega^2M_\kappa\mathbf u_\kappa$ with $C_{\kappa\kappa'}(\mathbf q)=\sum_p\Phi_{\kappa0,\kappa'p}\,e^{i\mathbf q\cdot\mathbf R_p}$. At $\mathbf q=0$ the choice $\mathbf u_\kappa=\hat{\mathbf n}$ for all $\kappa$ solves it with $\omega=0$, and $\mathbf e_\kappa=(M_\kappa/M)^{1/2}\hat{\mathbf n}$ is normalized because $\sum_\kappa M_\kappa/M=1$. Along a fixed direction expand $C=C_0+qC_1+q^2C_2+\dots$. A term of $\omega^2$ linear in $q$ would change sign under $\mathbf q\to-\mathbf q$ and make $\omega^2$ negative on one side, which a stable crystal excludes, so $\omega=cq$ at leading order, and $\mathbf u_\kappa=\hat{\mathbf n}+q\mathbf w_\kappa+O(q^2)$ with $C_0\mathbf w=-C_1\hat{\mathbf n}$. Substituting $\mathbf e_\kappa=(M_\kappa/M)^{1/2}\mathbf u_\kappa$ in (2) cancels $M_\kappa$:

$$g_{mn}=\Big(\frac{\hbar}{2M\omega_{\mathbf q}}\Big)^{1/2}D_{mn}(\mathbf k,\mathbf q),\qquad D_{mn}(\mathbf k,\mathbf q)=\sum_{\kappa\alpha}u_{\kappa\alpha}D^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q). \tag{6}$$

In the sheet model the phonons are not taken from the electronic energy but from springs $K_1$, joining A to B in the same cell, and $K_2$, joining B to the next A, with masses 20 and 30 u. Then $M_A\omega^2u_A=(K_1+K_2)u_A-(K_1+K_2e^{-iqa})u_B$ and $M_B\omega^2u_B=(K_1+K_2)u_B-(K_1+K_2e^{iqa})u_A$. The determinant gives $M_AM_B\omega^4-(K_1+K_2)M\omega^2+2K_1K_2(1-\cos qa)=0$, where the last term is $(K_1+K_2)^2-|K_1+K_2e^{iqa}|^2$. For small $q$ the $\omega^4$ term drops, $1-\cos qa\to q^2a^2/2$, and $c=a[K_1K_2/(K_1+K_2)M]^{1/2}$. The second equation at order $q$, with $u_A=1$ and $u_B=1+qw_B$, reads $0=(K_1+K_2)w_B-iaK_2$, so $w_B=iaK_2/(K_1+K_2)$. A homogeneously strained chain would have $u_\kappa=e^{iq\tau_\kappa}\approx1+iq\tau_\kappa$; writing $w_\kappa=i(\tau_\kappa+\gamma_\kappa)$ defines the internal strain, here $\gamma_A=0$ and $\gamma_B=aK_2/(K_1+K_2)-\tau_B$.

Suppose first that each $D^\kappa_{mn}(\mathbf k,\mathbf q)$ is differentiable in $\mathbf q$ at zero, which requires a response of short range and phases of the states chosen smoothly. Then (6) is its value at $\mathbf q=0$, given by (5), plus $O(q)$. The intraband element is $|D_{nn}|=|\Xi|q$, with $\Xi$ an energy, the deformation-potential constant, defined here as this coefficient of $q$, and

$$|g_{nn}|=\Big(\frac{\hbar}{2Mc}\Big)^{1/2}|\Xi|\,q^{1/2},\qquad |g_{mn}|\to\Big(\frac{\hbar}{2Mcq}\Big)^{1/2}\frac{|\varepsilon_m-\varepsilon_n|\,|\hat{\mathbf n}\cdot\mathbf p_{mn}|}{\hbar}\quad(m\neq n).$$

The intraband coupling vanishes as $q^{1/2}$, or faster where $\Xi=0$. Multiplied by the thermal factor $2N_q+1\approx2k_BT/\hbar cq$, valid for $\hbar cq\ll k_BT$, its square tends to the finite value $\Xi^2k_BT/Mc^2$. Where $\varepsilon_m\neq\varepsilon_n$ and $\hat{\mathbf n}\cdot\mathbf p_{mn}\neq0$ the interband coupling diverges as $q^{-1/2}$, because the zero-point amplitude of a very soft mode is large and the wave functions follow it. This leading term produces no real transitions, since energy conservation as $\omega\to0$ requires $\varepsilon_m=\varepsilon_n$, where the prefactor vanishes, and its static second-order effect is cancelled by the Debye-Waller term.

In an insulator the assumption of differentiability fails, because the Coulomb kernel $4\pi/q^2$ is singular. To isolate the singularity, compute the response with the $\mathbf G=0$ part of the kernel switched off. Moving one atom along $\alpha$ then induces a total charge, ionic plus electronic, $e f_{\kappa\alpha}(\mathbf s)$ per unit displacement, with $\mathbf s$ measured from the atom, assumed localized as befits a gapped system. Charge conservation makes its integral zero; its first moments are the Born charges $Z^*_{\kappa,\beta\alpha}=\int s_\beta f_{\kappa\alpha}$ and its second moments the dynamical quadrupoles $Q_{\kappa\alpha,\beta\gamma}=\int s_\beta s_\gamma f_{\kappa\alpha}$. For the pattern $e^{i\mathbf q\cdot\mathbf R_p}$ the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in the charge density, with $\Omega$ the cell volume, is

$$\rho_0=\frac{e}{\Omega}e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}\int f_{\kappa\alpha}(\mathbf s)\,e^{-i\mathbf q\cdot\mathbf s}d^3s=\frac{e}{\Omega}e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}\Big[-iq_\beta Z^*_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q_{\kappa\alpha,\beta\gamma}+\dots\Big].$$

Switching the kernel on creates a macroscopic electrostatic potential $\varphi$ (Gaussian units), with field $-i\mathbf q\varphi$, polarization $\mathbf P=-i\chi\mathbf q\varphi$ and further charge $-i\mathbf q\cdot\mathbf P=-(\mathbf q\cdot\chi\cdot\mathbf q)\varphi$. Poisson's equation $q^2\varphi=4\pi[\rho_0-(\mathbf q\cdot\chi\cdot\mathbf q)\varphi]$ gives $\varphi=4\pi\rho_0/(\mathbf q\cdot\epsilon_\infty\cdot\mathbf q)$ with $\epsilon_\infty=1+4\pi\chi$. An electron has charge $-e$ and energy $-e\varphi$. For longitudinal motion along one axis, as in the sheet model, this energy is

$$\phi_\kappa(q)=\frac{4\pi e^2}{\Omega\epsilon_\infty}\,e^{-iq\tau_\kappa}\Big[\frac{iZ^*_\kappa}{q}+\tfrac12Q_\kappa+O(q)\Big].$$

Each sublattice term with $Z^*_\kappa\neq0$ diverges as $1/q$. In the acoustic combination the factor $u_\kappa e^{-iq\tau_\kappa}=1+q(w_\kappa-i\tau_\kappa)+O(q^2)=1+iq\gamma_\kappa+O(q^2)$ multiplies it, and $(iq\gamma_\kappa)(iZ^*_\kappa/q)=-\gamma_\kappa Z^*_\kappa$, so

$$\sum_\kappa u_\kappa\phi_\kappa=\frac{4\pi e^2}{\Omega\epsilon_\infty}\Big[\frac{i}{q}\sum_\kappa Z^*_\kappa+\sum_\kappa\big(\tfrac12Q_\kappa-\gamma_\kappa Z^*_\kappa\big)+O(q)\Big]. \tag{7}$$

The $1/q$ term is removed by translation covariance again. The sum $\sum_\kappa Z^*_\kappa$ is the change of dipole per cell under a rigid shift at zero macroscopic field. The filled bands can be represented by localized Wannier functions, each holding one electron, and by (3) each is carried by $T$ so that its centre moves by $\mathbf u$. The dipole per cell changes by $e(\sum_\kappa Z_\kappa-N_e)\mathbf u$, which is zero for a neutral cell with $N_e$ electrons. The next term, call it $\phi_0$, survives. It is the piezoelectric potential: the strain produces a polarization of order $q$, whose charge of order $q^2$ is divided by $q^2$.

The full perturbation is this macroscopic potential times $e^{i\mathbf q\cdot\mathbf r}$ plus two other parts. One is the response with the kernel switched off, which is differentiable in $\mathbf q$ and tends to the operator of (4). The other is the short-wavelength response to the macroscopic potential; a constant potential polarizes nothing, so this part is proportional to the field $q\phi_0$ and vanishes. The matrix element of $e^{i\mathbf q\cdot\mathbf r}$ is the overlap of periodic parts, $\delta_{mn}+O(q)$. Therefore

$$\lim_{q\to0}D_{mn}(\mathbf k,q\hat{\mathbf q})=\delta_{mn}\,\phi_0(\hat{\mathbf q})+\frac{i}{\hbar}(\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k})\,\hat{\mathbf n}\cdot\mathbf p_{mn}. \tag{8}$$

In a piezoelectric insulator the intraband limit is a constant, the same for every band and every $\mathbf k$, although the value at $\mathbf q=0$ itself is zero, and $g_{nn}\propto q^{-1/2}$ for every direction and branch in which $\phi_0$ is not zero. Inversion symmetry removes it: if inversion takes atom $\kappa$ to $\kappa'$, then $f_{\kappa'}(\mathbf s)=-f_\kappa(-\mathbf s)$, so $Z^*_{\kappa'}=Z^*_\kappa$ and $Q_{\kappa'}=-Q_\kappa$, while $\gamma_{\kappa'}=-\gamma_\kappa$ up to a common constant, because a homogeneous strain is even and a displacement odd; the constant drops out by neutrality and the sum in (7) cancels in pairs. Screening removes it too: with $q^2$ replaced by $q^2+q_s^2$ in the kernel nothing is singular, and the analytic case applies for $q\ll q_s$. A Yukawa kernel of this kind is a stand-in for free carriers, not a calculation of a metal.

The program obtains $D(k,q)$ at finite $q$ by linear response, tested against the finite displacements at $q=0$ (magnitudes agree to $2\times10^{-9}$ Ha/bohr) and against the induced potential of a three-cell frozen phonon at $q=2\pi/3a$ (to $6\times10^{-9}$ Ha/bohr). Three cases are computed. With B at 2.4 bohr, springs of 0.10 and 0.05 Ha/bohr$^2$ and screening $q_s=0.5$ bohr$^{-1}$, the sound velocity is $c=6\,[0.0333/91144]^{1/2}=3.63\times10^{-3}$ a.u., and at $q=10^{-2}$ bohr$^{-1}$ the phonon energy is $0.98731$ meV, or $3.6283\times10^{-5}$ Ha. Then $2M\omega=2(91144)(3.6283\times10^{-5})=6.614$, with root $2.572$, and $|D_{11}|=3.2113\times10^{-3}$ Ha/bohr gives $|g_{11}|=1.249\times10^{-3}$ Ha $=34.0$ meV. At $q=10^{-4}$ bohr$^{-1}$ it has fallen to $3.4$ meV, a tenth for a hundredth of $q$, with $|D_{11}|/q=0.32$ Ha. The exponent of $q$ measured between $2\times10^{-4}$ and $10^{-4}$ bohr$^{-1}$ is $+0.500$ for $g_{11}$ and $-0.500$ for $g_{21}$, the latter being 3.5 eV already at $q=10^{-2}$ bohr$^{-1}$.

With the unscreened kernel and B at the centre, 3 bohr, with equal springs of 0.08 Ha/bohr$^2$, the crystal is polar in its charges, $Z^*/\epsilon_\infty=\mp1.180$ on A and B, but $\gamma_B=3-3=0$ and both atoms are inversion centres. The coupling falls from 44.5 meV to 4.5 meV over the same range, with $|D_{11}|/q=0.44$ Ha. The exponent comes out as $0.502$. At $q=10^{-4}$ bohr$^{-1}$ each sublattice term is $4\pi(1.180)/(216\times10^{-4})\approx690$ Ha/bohr, with $\Omega=a\mathcal A=216$ bohr$^3$, and the two cancel to $4.4\times10^{-5}$ Ha/bohr; that the excess of $0.002$ is numerical noise from this cancellation is a conjecture.

With the unscreened kernel and B at 2.4 bohr the charges $\mp1.130$ again sum to zero, but $|D_{11}|$ levels off at $4.45\times10^{-3}$ Ha/bohr for $q=2\times10^{-4}$ and $10^{-4}$ bohr$^{-1}$. The extrapolated limits for the three lowest bands at $k=0.2$ and $-0.4$ bohr$^{-1}$ are tested against the $G=0$ component of the perturbation, and the printed ones all read $+0.004451$ Ha/bohr, as (8) requires. That component also holds exchange and short-range pieces, whose acoustic sum tends to the cell average of $-\partial_xV$, which is zero. The coupling now rises from 64 meV at $q=10^{-2}$ to 471 meV at $q=10^{-4}$ bohr$^{-1}$, with exponent $-0.500$ at the small end; at $q=10^{-2}$ bohr$^{-1}$ the value $|D_{11}|=6.06\times10^{-3}$ Ha/bohr shows that higher orders in $q$ are comparable there. Equation (7) divides the limit into parts. The internal strain is $\gamma_B=6(0.05)/0.15-2.4=-0.4$ bohr, which contributes $(4\pi/216)(0.4)(1.130)=+0.0263$ Ha/bohr, so the quadrupoles must contribute about $-0.0219$ Ha/bohr; this last figure is obtained by subtraction and not computed independently. In all three cases $|D_{21}|$ is tested to approach $(\varepsilon_2-\varepsilon_1)|p_{21}|$. One feature is unexpected. If both electrons rode rigidly on A, the Born charges would be $1-2=-1$ and $+1$, and division by $\epsilon_\infty>1$ would only reduce them, yet the computed magnitudes exceed one. Since $Z^*_A=1-2\,\partial\bar x/\partial\tau_A$, with $\bar x$ the Wannier centre of the filled band, a negative $Z^*_A$ of magnitude above one means that this centre moves further than sheet A does: the electron cloud deforms as it follows. In the centred crystal the induced density is odd about each sheet, so this happens without either sheet gaining net charge at first order. What drives the deformation is not analysed here.

## Numbers as computed

```
input: a=6.0 bohr, area=36.0 bohr^2, Z=[1.0, 1.0], wells=[-1.0, -0.4] Ha, width=0.8 bohr
input: projector on A -0.3 Ha, width 1.0 bohr; masses [20.0, 30.0] u
input: 29 plane waves, 16 k points, k=0.2 bohr^-1, step h=0.01 bohr
1 Ha = 27.2114 eV, 1 Ha/bohr = 51.4221 eV/A, cell mass M = 91144.4 m_e
B at 2.4 bohr; bands 1-3: -1.028291 -0.272189 0.166216 Ha
band 1 intraband Ha/bohr: A -0.088158 B +0.088158 |sum| 3e-10 bare sum -0.000023
band 2 intraband Ha/bohr: A +0.033512 B -0.033512 |sum| 7e-10 bare sum -0.003608
band 3 intraband Ha/bohr: A +0.028077 B -0.028077 |sum| 4e-10 bare sum +0.001984
band 1, sublattice A alone: -4.5333 eV/A
e2-e1 = 0.756102 Ha; p_21 = +0.395483+0.099434i, v_21 = +0.525582+0.124656i a.u.
D_21: A -0.061763+0.364772i, B -0.013420-0.065746i Ha/bohr
D_21 sum -0.075183+0.299026i; i(e2-e1)p_21 -0.075183+0.299026i Ha/bohr
|D_21| = 0.308332 Ha/bohr = 15.8551 eV/A
with velocity: -0.094253+0.397393i; bare only: -0.079823+0.313272i Ha/bohr
max deviation, 6x6 block: 3e-09 Ha/bohr
shift 0.37 bohr: max level change 5e-14 Ha, 1-overlap 1e-15
second order, band 1: Fan -0.321991, Debye-Waller +0.321991 Ha/bohr^2
response vs displacement: q=0 2e-09, q=2pi/3a 6e-09 Ha/bohr
[piezo] B at 2.4 bohr, springs 0.1,0.05 Ha/bohr^2, screening 0.0 bohr^-1
 q=1e-02/bohr w=0.98731 meV |D11|=6.0596e-03 Ha/bohr |g11|=64.116 |g21|=3288.0 meV
 q=2e-04/bohr w=0.01975 meV |D11|=4.4521e-03 Ha/bohr |g11|=333.090 |g21|=23071.9 meV
 q=1e-04/bohr w=0.00987 meV |D11|=4.4516e-03 Ha/bohr |g11|=471.000 |g21|=32625.9 meV
 exponents g11 -0.500, g21 -0.500; c=3.6285e-03 a.u.; (e2-e1)|p21|=0.308332 Ha/bohr
 q->0: D11 +0.004451 D22 +0.004451 D11(k=-0.4) +0.004451 G=0 term +0.004451 Ha/bohr
 |D11|/q = 44.5157 Ha at q=1e-04/bohr
 Z*/eps_inf: A -1.13030, B +1.13030
[centro] B at 3.0 bohr, springs 0.08,0.08 Ha/bohr^2, screening 0.0 bohr^-1
 q=1e-02/bohr w=1.08156 meV |D11|=4.3995e-03 Ha/bohr |g11|=44.475 |g21|=2688.2 meV
 q=2e-04/bohr w=0.02163 meV |D11|=8.8353e-05 Ha/bohr |g11|=6.316 |g21|=18722.8 meV
 q=1e-04/bohr w=0.01082 meV |D11|=4.4105e-05 Ha/bohr |g11|=4.459 |g21|=26473.8 meV
 exponents g11 +0.502, g21 -0.500; c=3.9748e-03 a.u.; (e2-e1)|p21|=0.261838 Ha/bohr
 q->0: D11 -0.000000 D22 -0.000000 D11(k=-0.4) -0.000000 G=0 term -0.000000 Ha/bohr
 |D11|/q = 0.4410 Ha at q=1e-04/bohr
 Z*/eps_inf: A -1.18018, B +1.18018
[screened] B at 2.4 bohr, springs 0.1,0.05 Ha/bohr^2, screening 0.5 bohr^-1
 q=1e-02/bohr w=0.98731 meV |D11|=3.2113e-03 Ha/bohr |g11|=33.978 |g21|=3474.3 meV
 q=2e-04/bohr w=0.01975 meV |D11|=6.4575e-05 Ha/bohr |g11|=4.831 |g21|=24381.8 meV
 q=1e-04/bohr w=0.00987 meV |D11|=3.2289e-05 Ha/bohr |g11|=3.416 |g21|=34478.3 meV
 exponents g11 +0.500, g21 -0.500; c=3.6285e-03 a.u.; (e2-e1)|p21|=0.325839 Ha/bohr
 q->0: D11 -0.000000 D22 -0.000000 D11(k=-0.4) -0.000000 G=0 term -0.000000 Ha/bohr
 |D11|/q = 0.3229 Ha at q=1e-04/bohr
3D: wells [-3.0, -1.5] Ha, width 1 bohr, B at [2.4, 1.5, 0.6] bohr, lam=0.3 bohr^2, 125 waves
 k=[0.2, 0.1, -0.15]/bohr: deviation with p 3e-11, with v 0.09983 Ha/bohr, max pair split 5.7e-02 Ha
 k=[0.0, 0.0, 0.0]/bohr: deviation with p 4e-11, with v 0.13321 Ha/bohr, max pair split 1.9e-15 Ha
 Kramers pair at k=0, x: atom A alone -0.090170, summed block max 2e-11 Ha/bohr
```
